# Moire magnification of a grating displacement and its limits

A camera that must align an imprint template to a wafer within a few nanometres may be unable to resolve the lines of the alignment gratings. What it then sees is the coarse moire pattern formed where a template grating overlies a wafer grating. If the fringe displacement is taken for the template displacement, the alignment is wrong by a large factor. If the factor is known but its sign or conditions are not, the correction may go the wrong way, or may use the gain of a beat that the camera does not see.

Let \(x\) run across the lines of two parallel gratings. Grating 1, on the template, has period \(p_1\) and is displaced by \(d\) towards positive \(x\). Grating 2, on the wafer, has period \(p_2\neq p_1\) and is fixed, as is the camera. Their intensity transmissions are \(T_1((x-d)/p_1)\) and \(T_2(x/p_2)\), where \(T_1(u)\) and \(T_2(u)\) have unit period in \(u\). In reflection, \(T_2\) stands for the reflectance. The gratings are first taken to be in contact, so that light passing one point meets both factors and the signal is their product. With the Fourier series

\[
T_1(u)=\sum_m a_m e^{2\pi i m u},\qquad T_2(u)=\sum_n b_n e^{2\pi i n u},
\]

the product is

\[
T_1T_2=\sum_{m,n}a_m b_n\exp\left\{2\pi i\left[\left(\frac{m}{p_1}+\frac{n}{p_2}\right)x-\frac{m d}{p_1}\right]\right\}. \tag{1}
\]

Each pair \((m,n)\) is a wave of spatial frequency \(f_{mn}=m/p_1+n/p_2\). The displacement changes its phase and leaves its frequency alone.

The optics select among these waves. For incoherent imaging, each object point produces a spot of light whose finest detail comes from the interference of waves arriving from opposite edges of the lens aperture. Their transverse wavenumbers are \(\pm2\pi\,\mathrm{NA}/\lambda\), with \(\lambda\) the vacuum wavelength and NA the numerical aperture on the object side. They differ by \(4\pi\,\mathrm{NA}/\lambda\), which corresponds to an intensity period \(\lambda/(2\,\mathrm{NA})\) in object coordinates. The image is the object convolved with this spot, so each wave in (1) is multiplied by a transfer factor \(H(f)\) that vanishes for \(|f|>f_c=2\,\mathrm{NA}/\lambda\). For \(\lambda=633\) nm and NA = 0.15 the finest period passed is \(633/0.30=2110\) nm. Gratings with \(p_1=1000\) nm and \(p_2=1040\) nm are therefore both invisible as lines.

To see what survives, add and subtract \(m/p_2\):

\[
f_{mn}=mF+\frac{m+n}{p_2},\qquad F=\frac1{p_1}-\frac1{p_2}=\frac{p_2-p_1}{p_1p_2}. \tag{2}
\]

When \(n=-m\) the second term vanishes and the frequency is a multiple of the small number \(F\). Here \(1/F=1000\times1040/40=26000\) nm, well inside the passband. When \(n\neq-m\), the second term is at least \(1/p_2\) in magnitude, and such a wave can pass only if \(mF\) nearly cancels it, that is, if

\[
|m|\,|F|\ge \frac1{p_2}-f_c .
\]

For the present numbers this requires \(|m|\ge 13\). If the lines have smooth profiles, harmonics of such high order are negligible. The image is then

\[
I(x;d)=\sum_m a_m b_{-m}H(mF)\exp\left\{2\pi i m\left[Fx-\frac d{p_1}\right]\right\}. \tag{3}
\]

The position and the displacement enter every term through the same bracket, which can be written \(F[x-d/(p_1F)]\). Hence \(I(x;d)=I(x-X;0)\), with

\[
X=\frac{d}{p_1F}=M d,\qquad M=\frac{p_2}{p_2-p_1}. \tag{4}
\]

The whole image translates rigidly, so its maxima, its minima and its fundamental phase give the same displacement. The line profiles affect the shape and contrast of the fringes but not \(M\). If the light passes grating 1 twice in contact, \(T_1\) is replaced by \(T_1^2\), which has the same argument, and (4) stands.

The gain can also be read from the lines themselves. Line \(j\) of grating 1 lies at \(jp_1+d\) and line \(j\) of grating 2 at \(jp_2\). At \(d=0\) the lines with \(j=0\) coincide. When \(d\) has grown to \(p_2-p_1\), the lines with \(j=1\) coincide, at \(x=p_2\). The place of coincidence has moved by \(p_2\) while the grating moved by \(p_2-p_1\), and the ratio is \(M\). No material object moves \(M\) times as far as the template.

For the example \(M=1040/40=26\), and a template displacement of 3 nm moves the fringes by \(26\times3=78\) nm. This was tested without the Fourier series. The product of two smooth gratings was averaged locally with a Gaussian window of standard deviation 2500 nm and the brightest position was followed. It moved by 78.000 nm.

The sign in (4) has content. If \(p_2<p_1\), then \(M<0\) and the fringes run against the template. As \(p_2\) approaches \(p_1\), both \(|M|\) and the fringe period

\[
P=\frac1{|F|}=\frac{p_1p_2}{|p_2-p_1|}=|M|\,p_1 \tag{5}
\]

grow without limit, until a mark of finite size no longer holds one fringe. Equation (5) also shows that a displacement by \(p_1\) moves the pattern by one full fringe. The fringes therefore determine \(d\) only up to multiples of \(p_1\), and a coarser measurement must supply the rest.

The multiplication of the transmissions is essential. A sum \(T_1+T_2\) contains only the frequencies \(m/p_1\) and \(n/p_2\). With both periods below 2110 nm, linear optics pass nothing of it but the constant term, and the image is uniform.

Suppose now that grating 1 moves by \(d_1\) and grating 2 by \(d_2\). The second motion multiplies each term of (1) by \(\exp(-2\pi i n d_2/p_2)\), which for \(n=-m\) is \(\exp(+2\pi i m d_2/p_2)\). The bracket in (3) becomes \(Fx-d_1/p_1+d_2/p_2\), so that

\[
X=\frac1F\left(\frac{d_1}{p_1}-\frac{d_2}{p_2}\right)=\frac{p_2d_1-p_1d_2}{p_2-p_1}=d_2+M(d_1-d_2). \tag{6}
\]

The last form says that the pattern is carried along with grating 2 and, in addition, shows the relative displacement magnified. If the wafer alone moves by 3 nm, the shift is \(-25\times3=-75\) nm. If both move by 3 nm, it is \(78-75=3\) nm.

If the periods are not close, (4) may fail to describe what is seen, because beats other than \((1,-1)\) and its harmonics may be visible. For any visible beat \((m,n)\), constant phase in (1) requires \(f_{mn}X=md/p_1\), hence

\[
X=\frac{m\,d}{p_1(m/p_1+n/p_2)}=d\,\frac{m p_2}{m p_2+n p_1}. \tag{7}
\]

Take \(p_1=1000\) nm and \(p_2=2080\) nm. The \((1,-1)\) beat has period \(1000\times2080/1080\approx1926\) nm, which the optics reject. The \((1,-2)\) beat has period \(1000\times2080/80=26000\) nm and is visible if grating 2 has a second harmonic. Its gain is \(p_2/(p_2-2p_1)=2080/80=26\), so 3 nm gives 78 nm, whereas \(p_2/(p_2-p_1)\) would predict 5.8 nm. Following the bright fringe of the product averaged with the 2500 nm Gaussian window gives 78 nm. The lens cuts less sharply than this window: it also passes, weakly, the \((1,-3)\) beat of period 2261 nm and gain \(-2.26\). The image then no longer translates rigidly. For the same smooth lines seen through a circular aperture of NA 0.15, the phase of the 26000 nm component still moves by 78 nm, but the brightest point moves by only 38 nm.

A single fringe pattern needs a fixed camera, because (6) contains \(d_2\) as well as \(d_1-d_2\). A twin mark removes this need. In mark A the template carries \(p_1\) and the wafer \(p_2\); in mark B the periods are exchanged. Let the wafer move by \(s\) relative to the camera and the template by \(s+d\). From (6), with the periods exchanged for mark B,

\[
X_A=s+\frac{p_2}{p_2-p_1}d,\qquad X_B=s-\frac{p_1}{p_2-p_1}d,
\]

\[
X_A-X_B=\frac{p_1+p_2}{p_2-p_1}\,d. \tag{8}
\]

The common motion \(s\) cancels and the gains add: \(26+25=51\). For \(d=3\) nm the separation of the patterns changes by 153 nm. Both patterns have period \(P\), so their separation is known modulo \(P\), and the unambiguous range of \(d\) has total width \(P/51=p_1p_2/(p_1+p_2)=509.8\) nm. This is about half the range of a single mark.

Magnification does not by itself reduce the effect of camera noise. Let pixel \(j\) of \(N\), at position \(x_j\), record

\[
y_j=B+A\cos\left[\frac{2\pi x_j}{P}-\varphi\right]+\eta_j,\qquad \varphi=\frac{2\pi X}{P}=\frac{2\pi d}{p_1}\quad(M>0),
\]

where the \(\eta_j\) are independent with standard deviation \(\sigma\), and the pixels sample a whole number of fringes uniformly. The last equality uses \(X=Md\) and \(P=Mp_1\); the gain has cancelled from the phase. Form

\[
Z=\frac2N\sum_j y_je^{-2\pi i x_j/P}.
\]

The constant \(B\) sums to zero, and the cosine contributes \(Ae^{-i\varphi}\). After multiplication by \(e^{i\varphi}\), the signal is the real number \(A\), and weak noise turns the phase through its imaginary part, \((2/N)\sum_j\eta_j\sin(\varphi-2\pi x_j/P)\). The squared sines sum to \(N/2\), so the variance of this part is \((4/N^2)\sigma^2(N/2)=2\sigma^2/N\). Division by \(A\) gives the phase error, and \(d=p_1\varphi/2\pi\) gives

\[
\sigma_d=\frac{p_1}{2\pi}\,\frac{\sigma}{A}\sqrt{\frac2N}. \tag{9}
\]

For sharp slits with open fraction 0.45 in both gratings, the mean transmission is close to \(0.45^2=0.2025\) and the fringe amplitude at \(d=0\) is \(A=0.1974\), before any loss of contrast in the lens. These values belong to incoherent imaging, which for lines this fine needs illumination much wider than the lens aperture, with a numerical aperture near 0.9 or more. With illumination of numerical aperture up to 0.5, a scalar calculation gives a mean near 0.06 and \(A\) near 0.08 on the scale where a clear mark gives 1; the gain is unchanged, and the noise figure below is about 2.5 times larger. With \(\sigma=0.0020\) on the same scale and 520 pixels, each covering 100 nm of the mark,

\[
\sigma_d=159.2\ \mathrm{nm}\times\frac{0.0020}{0.1974}\times\sqrt{\frac{2}{520}}\approx0.10\ \mathrm{nm}.
\]

A simulation of 4000 noisy frames gave a fringe-position error of 2.58 nm at gain 26 and 1.31 nm at gain 13. Divided by the gains, both are 0.10 nm. The period \(p_1\), window, pixels, noise and fringe amplitude were held fixed in this comparison. A lens of NA 0.15 with a circular aperture multiplies the amplitude by \(H(F)=0.90\) at gain 26 and 0.79 at gain 13, which raises the two values to 0.11 and 0.13 nm. What the gain provides is a pattern coarse enough for the optics and pixels. It also divides a fixed error of fringe position: a drift of the camera by \(s\) reads as \(s/M\) in magnitude. A relative error of the camera's length scale is not reduced when \(d\) is found as \(X/M\), since it changes \(X\), and hence \(d\), by the same fraction. It cancels if \(d\) is found as \(p_1X/P\) with \(P\) measured in the same image.

Sharp edges weaken the assumption behind (3). A slit of open fraction \(w\) has \(a_m=b_m=\sin(\pi m w)/(\pi m)\), which falls only as \(1/m\). Since \(26p_1=25p_2=26000\) nm, a pair \((m,n)\) has frequency \((26m+25n)/(26000\ \mathrm{nm})\). It coincides with the fundamental fringe when \(26m+25n=1\), whose integer solutions are \(m=1+25k\), \(n=-1-26k\). With \(c_k=a_{1+25k}b_{-1-26k}\), the complex Fourier coefficient of the fundamental fringe, whose modulus is half the fringe amplitude \(A\), is

\[
C(d)=e^{-2\pi i d/p_1}\sum_k c_k\,e^{-2\pi i k d/(p_1/25)}. \tag{10}
\]

The prefactor is the ideal phase. The sum adds a reading error, here meaning inferred minus true displacement, that repeats every \(p_1/25=40\) nm. This is \(p_2-p_1\), the step that brings the next pair of lines into coincidence. The coefficients are real, so the imaginary part of the sum is \(\sum_{k>0}(c_{-k}-c_k)\sin(2\pi k d/40\ \mathrm{nm})\), and the phase error vanishes if the two members of each opposite pair are equal. For \(w=0.45\), exact slit overlaps scanned over one cycle in steps of 0.5 nm give a largest error of 0.026 nm. This number belongs to the phase of the fundamental fringe and to this open fraction, which is a favourable one: the error is 0.18 nm for \(w=0.4\) or 0.6 and 0.51 nm for \(w=0.2\). Reading the brightest point of the image through the lens instead of the phase gives an error of about 0.2 nm at \(w=0.45\).

A gap between the gratings has a larger effect. Let a plane wave travel through a film of index \(n_f=1.5\) and thickness \(z=500\) nm, tilted from the normal by a small angle \(\theta\) inside the film, towards positive \(x\). Put \(k=2\pi n_f/\lambda\) and \(K=2\pi/p_1\). In a scalar description, slits that are either open or closed have a field transmission equal to \(T_1\). At the lower grating, diffraction order \(m\) has acquired the phase \(k_{z,m}z\), where

\[
k_{z,m}=\sqrt{k^2-(k\sin\theta+mK)^2}.
\]

Keep the orders 0 and \(\pm1\), with \(a_{-1}=a_1\). The part of the intensity that varies as \(e^{iKx}\) comes from order 1 beating with order 0, and from order 0 beating with order \(-1\):

\[
\begin{aligned}
J_1&=a_0a_1\left[e^{i(k_{z,1}-k_{z,0})z}+e^{i(k_{z,0}-k_{z,-1})z}\right]\\
&=2a_0a_1\,e^{i(k_{z,1}-k_{z,-1})z/2}\cos\left[\tfrac12(k_{z,1}+k_{z,-1}-2k_{z,0})z\right].
\end{aligned} \tag{11}
\]

The second line takes out the mean of the two phases. A phase \(\psi\) of \(J_1\) gives an intensity \(\propto\cos(Kx+\psi)\), displaced by \(-\psi/K\). The shadow of grating 1 is thus displaced by \((k_{z,-1}-k_{z,1})z/(2K)\). To first order in \(\theta\), \(k_{z,\pm1}\approx k\cos\theta_1\mp K\theta/\cos\theta_1\), where \(\sin\theta_1=K/k=\lambda/(n_fp_1)=0.422\) and \(\cos\theta_1=0.9066\). Therefore

\[
\delta=\frac{z\,\theta}{\cos\theta_1}. \tag{12}
\]

For \(\theta=1\) mrad this is \(0.5/0.9066=0.552\) nm. The lower grating cannot distinguish it from a real template displacement, and the fundamental fringe moves by \(M\delta\). With all orders from \(-12\) to 12 included, the reading is 0.435 nm for mark A, or 0.79 of (12). This ratio belongs to this gap; it is 1.17 at 100 nm and 1.42 at 1000 nm. The twin mark reads 0.454 nm: the tilt displaces the upper grating's shadow in both marks, and (8) removes common motion but not this. Both numbers multiply the intensity at the lower grating by its transmission. If the lens instead collects the field of the single plane wave behind both gratings, mark A and the twin mark both read 0.54 nm, close to (12).

At normal incidence \(k_{z,1}=k_{z,-1}\), and (11) gives no displacement but a contrast factor \(\cos[kz(1-\cos\theta_1)]=0.768\) relative to contact. In the three-order model the contrast of the fundamental fringe vanishes at \(z=\lambda/[4n_f(1-\cos\theta_1)]=1129\) nm. Just beyond that gap the fundamental in this model has the opposite sign, and the reading taken from its phase jumps by \(p_1/2=500\) nm. With the higher orders included, the first harmonic of the light at the lower grating, divided by its mean, falls from 0.699 in contact to 0.466 at 500 nm. The mean falls as well, from 0.450 to 0.405, so the harmonic itself drops to 0.60 of its contact value, and the gap of vanishing contrast moves to about 1200 nm.

Rotation and expansion of the wafer follow from (6), since each is a local displacement of grating 2. A small rotation \(\alpha\) changes its argument to \((x\cos\alpha+y\sin\alpha)/p_2\approx(x+\alpha y)/p_2\), where \(y\) runs along the lines. This is \(d_2=-\alpha y\), and the fringe moves by \(\alpha y\,p_1/(p_2-p_1)\). For \(\alpha=100\) microradians and \(y=5000\) nm the shift is \(25\times0.5=12.5\) nm. Divided by 26, it reads as 0.48 nm.

If the wafer expands by a fraction \(\varepsilon\) about \(x=0\), then \(d_2=\varepsilon x\) and the fringe moves by \(-\varepsilon x\,p_1/(p_2-p_1)\). The gain changes as well. Differentiating \(M=p_2/(p_2-p_1)\) gives

\[
\frac{\delta M}{M}=\varepsilon\,\frac{p_2}{M}\frac{dM}{dp_2}=-\varepsilon\,\frac{p_1}{p_2-p_1}=-\varepsilon(M-1). \tag{13}
\]

With \(\varepsilon=3\) ppm, roughly the expansion of silicon for 1 K, a fringe 26000 nm from the fixed point moves by \(-1.95\) nm, which reads as \(-0.075\) nm. The gain falls by 75 ppm, which is negligible for a displacement of 3 nm.

The parameters describe a plausible nanoimprint alignment mark, with periods near a micrometre, visible light and a liquid resist between template and wafer; they are round values and not those of a particular tool. The template lines are taken to be opaque; a transparent relief filled with resist of nearly the same refractive index would give little contrast. With resist between the gratings, the assumption of contact does not hold. In the gap model above, a tilt of 1 mrad in the film shifts the reading by 0.44 to 0.55 nm, depending on how the imaging is modelled, or 15 to 18% of the 3 nm displacement, while (9) gives a camera noise of 0.10 nm for the fringe amplitude in contact. The gap lowers that amplitude and raises the noise in inverse proportion. When the light comes from a narrow range of directions, the tilt error grows with the angle, so the illumination must be centred, or its offset calibrated at the working gap, if sub-nanometre readings are wanted. The gap calculation is scalar and follows the light through the upper grating once. It also takes a single direction of illumination while keeping the incoherent imaging assumed above, which strictly needs a range of directions. The tilt reading is therefore an estimate of size: its value in a real microscope depends on the range of illumination directions and on which diffracted waves the lens collects. A reflecting mark sends the light through the upper grating again, and polarization, multiple reflections and process-induced asymmetry of the lines also enter; their size has not been calculated here. The main values are collected in the numerical output.

## Computed values

```
period p1 (template): 1000 nm
period p2 (wafer): 1040 nm
template displacement: 3.0 nm
gain M: 26.00
fringe period: 26000 nm
wavelength: 633 nm; NA: 0.15
finest period passed by optics: 2110 nm
fringe shift, template moves: 78.000 nm
fringe shift, wafer moves instead: -75.000 nm
fringe shift, both move: 3.000 nm
p2 near 2 p1, period used: 2080 nm
  true fringe shift: 78.000 nm
  shift by p2/(p2-p1): 5.778 nm
twin-mark gain: 51.00
twin-mark shift: 153.000 nm
common motion in twin test: 17 nm
twin-mark range: 509.8 nm
open fraction of sharp lines: 0.45
largest sharp-line reading error: 0.026 nm
cycle of that error: 40 nm
mean transmission: 0.2025
fringe amplitude: 0.1974
camera noise per pixel (same scale): 0.0020
pixels: 520; pixel size at mark: 100 nm
noise formula for d: 0.1000 nm
gain 26: fringe position noise 2.577 nm
gain 26: noise in d 0.0991 nm
gain 13: fringe position noise 1.307 nm
gain 13: noise in d 0.1006 nm
gap: 500 nm; film index: 1.50
tilt in film: 1.0 mrad
cosine of first-order angle: 0.9066
tilt reading, three orders: 0.552 nm
tilt reading, z*theta/cos(theta1): 0.552 nm
tilt reading, all orders, one mark: 0.435 nm
tilt reading, all orders, twin mark: 0.454 nm
three-order contrast factor: 0.768
gap of vanishing contrast, three orders: 1129 nm
first harmonic / mean, contact: 0.699
first harmonic / mean, gap, all orders: 0.466
rotation: 100 urad; height: 5000 nm
rotation fringe shift: 12.500 nm
rotation reading: 0.481 nm
wafer expansion (rough, 1 K): 3.0 ppm
expansion shift, fringe one period out: -1.950 nm
expansion reading there: -0.0750 nm
relative gain change by expansion: -75.0 ppm
```
